\section*{Two noncollinear extensions of GGA functionals: projection and Scalmani--Frisch invariants, part 2}

A collinear GGA is extended to a turning magnetization $\mathbf m$ by projection (P) or by the Scalmani--Frisch invariants (SF). Hartree atomic units are used. The spinor operator is $v+\mathbf B\cdot\boldsymbol\sigma$, with $v=\delta E/\delta n$ and $\mathbf B=\delta E/\delta\mathbf m$. Indices $a,b$ label spin components, $i$ space directions; repeated indices are summed and hats mark unit vectors. The energy per volume $F(n,s,\gamma_{nn},\gamma_{nm},\gamma_{mm})$, with subscripts for partial derivatives ($F_{nm}=\partial F/\partial\gamma_{nm}$), obeys
\begin{equation}
F(n,-s,\gamma_{nn},-\gamma_{nm},\gamma_{mm})=F(n,s,\gamma_{nn},\gamma_{nm},\gamma_{mm}).
\label{even}
\end{equation}
Both schemes set $s=|\mathbf m|$ and $\gamma_{nn}=|\nabla n|^2$. P uses $\gamma_{nm}=\nabla n\cdot\nabla|\mathbf m|$ and $\gamma_{mm}=|\nabla|\mathbf m||^2$, so $E_{\rm P}$ depends on $\mathbf m$ only through $|\mathbf m|$. With $w_a=\nabla n\cdot\nabla m_a$, SF uses $\gamma_{nm}=f|\mathbf w|$, $f=\operatorname{sgn}(\mathbf m\cdot\mathbf w)$ and $\gamma_{mm}=\nabla m_a\cdot\nabla m_a$. With $\mathbf w_\perp=|\mathbf m|(\nabla n\cdot\nabla)\hat{\mathbf m}$,
\begin{equation}
|\mathbf w|^2=(\hat{\mathbf m}\cdot\mathbf w)^2+|\mathbf w_\perp|^2,\qquad
\mathbf m\cdot\mathbf w=|\mathbf m|\,\nabla n\cdot\nabla|\mathbf m| .\label{dec3}
\end{equation}
For P, $\mathbf I=2F_{nn}\nabla n+F_{nm}\nabla|\mathbf m|$, $\mathbf K=2F_{mm}\nabla|\mathbf m|+F_{nm}\nabla n$ and
\begin{equation}
v=F_n-\nabla\cdot\mathbf I,\qquad \mathbf B_{\rm P}=\hat{\mathbf m}\left[F_s-\nabla\cdot\mathbf K\right].
\label{BP}
\end{equation}
For SF at fixed $f$,
\begin{gather}
\delta E_{\rm SF}\big|_f=\int\left[F_n\delta n+\mathbf I\cdot\nabla\delta n+F_s\hat m_a\delta m_a+\mathbf J_a\cdot\nabla\delta m_a\right]d^3r,
\label{weakSF}\\
\mathbf I=2F_{nn}\nabla n+F_{nm}f\hat w_a\nabla m_a,\qquad
\mathbf J_a=2F_{mm}\nabla m_a+F_{nm}f\hat w_a\nabla n ,
\label{IJ}\\
v=F_n-\nabla\cdot\mathbf I,\qquad B_{{\rm SF},a}=F_s\hat m_a-\nabla\cdot\mathbf J_a .
\label{BSF}
\end{gather}
A collinear state is $\mathbf m=s\mathbf u$ with fixed $\mathbf u$, $\eta=\operatorname{sgn}s$ and $\gamma=\nabla n\cdot\nabla s$. Numbers use PBE, with exchange energy density $\tfrac12\sum_\pm e_x(\rho_\pm,\sigma_\pm)$, $\rho_\pm=n\pm s$, $\sigma_\pm=\gamma_{nn}+\gamma_{mm}\pm2\gamma_{nm}$, and $F_{mm}<0$. The model depends on $x$ only (prime: $d/dx$), with $L=5.45$ bohr, $k=2\pi/L=1.15288$ bohr$^{-1}$, $n=n_0[1+0.4\cos(2kx+0.6)]$, $n_0=0.075$ and $m_0=0.02$ bohr$^{-3}$; its collinear profile is $s=m_0\cos kx$. Energies are per unit area and period.

\section*{(d) The sheets of the Scalmani--Frisch functional}

\textbf{Problem.} Find the terms of $\delta E_{\rm SF}$ that live on the surfaces where $f$ changes sign.

\textbf{Solution.} Let $p=\mathbf m\cdot\mathbf w$ and let $e_\pm=F(n,|\mathbf m|,\gamma_{nn},\pm|\mathbf w|,\gamma_{mm})$. The SF energy density is $e_+\theta(p)+e_-\theta(-p)$, with $\theta$ the step function. The condition $p=0$ is one equation, so it defines surfaces (sheets). By \eqref{dec3} they are the places where $|\mathbf m|$ is stationary along $\nabla n$. The difference $e_+-e_-$ vanishes if $\mathbf w=0$, trivially, or if $\mathbf m=0$, by \eqref{even}. In a collinear state $p=s\gamma$ vanishes only in these two ways, so there is no jump. In a noncollinear state $p=0$ is met with $\mathbf w=\mathbf w_\perp\neq0$ and $\mathbf m\ne0$, and the energy density in general jumps by $e_+-e_-$. To leading order in $|\mathbf w_\perp|$ this is $2F_{nm}|\mathbf w_\perp|$, with $F_{nm}$ taken at $\gamma_{nm}=0$. For PBE the jump can have either sign, so it can vanish at particular points of a sheet.

Two terms follow. First, $\mathbf I$ and $\mathbf J_a$ jump, so integrating \eqref{weakSF} by parts region by region leaves boundary terms. With $\boldsymbol\nu$ the unit normal pointing from the $p<0$ side to the $p>0$ side, the outward normal of the $p<0$ region is $\boldsymbol\nu$ and that of the $p>0$ region is $-\boldsymbol\nu$, giving
\begin{equation}
\delta E_{\rm flux}=\int dS\;\boldsymbol\nu\cdot\left[(\mathbf I^--\mathbf I^+)\delta n+(\mathbf J_a^--\mathbf J_a^+)\delta m_a\right].
\label{flux}
\end{equation}
This term is contained in the weak form \eqref{weakSF}; it is lost only if \eqref{BSF} is used pointwise. Second, the variation moves the sheets. Since $\delta\,\theta(\pm p)=\pm\delta_{\rm D}(p)\,\delta p$, with $\delta_{\rm D}$ the Dirac function,
\begin{equation}
\delta E_{\rm move}=\int(e_+-e_-)\,\delta_{\rm D}(p)\,\delta p\;d^3r,\qquad \delta p=\delta\mathbf m\cdot\mathbf w+\mathbf m\cdot\delta\mathbf w .
\label{move}
\end{equation}
This term is absent from \eqref{weakSF}, which holds $f$ fixed. An operator built from \eqref{weakSF} alone is therefore not the full derivative of $E_{\rm SF}$ when such sheets exist. In general the self-consistent solution then does not make $E_{\rm SF}$ stationary. On a fixed quadrature grid the same operator is the derivative of the summed energy as long as no grid point changes its $f$, and the energy steps each time one does.

In one dimension $\mathbf w=n'\mathbf m'$, so $f|\mathbf w|=\operatorname{sgn}(n')\,\sigma\,|n'||\mathbf m'|=\sigma n'|\mathbf m'|$ with $\sigma=\operatorname{sgn}(\mathbf m\cdot\mathbf m')$. This is smooth through $n'=0$, and the sheets are the roots $x_j$ of $\tilde p=\mathbf m\cdot\mathbf m'$. A root moves by $\delta x_j=-\delta\tilde p/\tilde p'$, from $\tilde p(x_j+\delta x_j)+\delta\tilde p=0$, and \eqref{move} becomes $\sum_j(e_{\rm left}-e_{\rm right})\delta x_j$.

For the texture $\mathbf m=m_0(\cos kx,\,0.6\sin kx,\,0.4)$ one has $\tilde p=m_0^2k(0.36-1)\sin kx\cos kx$, with roots at $x=1.3625,\ 2.725,\ 4.0875,\ 5.45$ bohr. At the first root the branch $\sigma=+1$ lies $2.50968\times10^{-4}$ Ha/bohr$^3$ above the branch $\sigma=-1$. The energies are $E_{\rm P}=-0.152154$ and $E_{\rm SF}=-0.152233$ Ha/bohr$^2$. For the trial variation $\lambda(\delta n,\delta\mathbf m)$ listed in the program, P needs no sheet terms: formula \eqref{BP} and the finite difference both give $dE/d\lambda=-0.00290659$ Ha/bohr$^2$. For SF the bulk, flux and moving terms add as
\begin{equation}
-0.0030102-0.0000689+0.0001153=-0.0029638\ \text{Ha/bohr}^2 ,
\end{equation}
against the finite difference $-0.00296381$. The moving-sheet term is $0.0001153/0.0029638\approx3.9\%$ of this derivative.

\section*{(e) The local torque}

\textbf{Problem.} Define the torque density, compute it in both schemes, show that the net torque vanishes, and evaluate it for a cone spiral.

\textbf{Solution.} An infinitesimal spin rotation by the angle vector $\boldsymbol\theta(\mathbf r)$ gives $\delta\mathbf m=\boldsymbol\theta\times\mathbf m$, and the cyclic property of the triple product gives
\begin{equation}
\delta E=\int\mathbf B\cdot(\boldsymbol\theta\times\mathbf m)\,d^3r=\int\boldsymbol\theta\cdot\boldsymbol\tau\,d^3r,\qquad\boldsymbol\tau=\mathbf m\times\mathbf B .
\end{equation}
The same quantity drives the dynamics. From $[\sigma_b,\sigma_a]=2i\epsilon_{bac}\sigma_c$ one finds $i[\mathbf B\cdot\boldsymbol\sigma,\sigma_a]=-2\epsilon_{bac}B_b\sigma_c=2(\mathbf B\times\boldsymbol\sigma)_a$, so the field contributes $2\mathbf B\times\mathbf m=-2\boldsymbol\tau$ to $\partial\mathbf m/\partial t$.

In P the field \eqref{BP} is parallel to $\mathbf m$ and $\boldsymbol\tau=0$ at every point. This is the differential form of part (a): any local rotation, finite or not, leaves $|\mathbf m|$ and hence $E_{\rm P}$ unchanged.

In SF let $\mathbf J_i$ now denote the spin vector with components $(\mathbf J_a)_i$. The term $F_s\hat{\mathbf m}$ drops out of the cross product, and the product rule gives
\begin{equation}
\boldsymbol\tau=-\mathbf m\times\partial_i\mathbf J_i=-\partial_i(\mathbf m\times\mathbf J_i)+\partial_i\mathbf m\times\mathbf J_i .
\end{equation}
Insert \eqref{IJ} in the last term and use $\partial_in\,\partial_i\mathbf m=\mathbf w$:
\begin{equation}
\partial_i\mathbf m\times\mathbf J_i=2F_{mm}\,\partial_i\mathbf m\times\partial_i\mathbf m+F_{nm}f\,\mathbf w\times\hat{\mathbf w}=0 ,
\end{equation}
since each cross product is of a vector with itself. Therefore
\begin{equation}
\boldsymbol\tau_{\rm SF}=-\partial_i(\mathbf m\times\mathbf J_i).
\label{torque}
\end{equation}
The torque is the divergence of an exchange--correlation spin current. The sheets need care. By \eqref{dec3}, $p$ depends only on $n$ and $|\mathbf m|$, so a local rotation has $\delta p=0$ and the term \eqref{move} does not contribute to the torque. The flux term \eqref{flux} does contribute: with $\delta\mathbf m=\boldsymbol\theta\times\mathbf m$ it is $\int dS\,\nu_i\,\boldsymbol\theta\cdot\mathbf m\times(\mathbf J_i^--\mathbf J_i^+)$, which is the delta function that the derivative in \eqref{torque} produces on a discontinuous current. So \eqref{torque} holds as a distribution. For constant $\boldsymbol\theta$ the integral of a divergence over a period or over all space vanishes, which is the zero-torque theorem: a functional invariant under global spin rotations exerts no net torque. The theorem requires only the integral to vanish; P obeys it trivially, SF through a cancellation.

For the texture of part (d) the bulk torque at $x=0.7$ bohr is $(-5.157,-6.940,16.435)\times10^{-5}$ Ha/bohr$^3$. Its $z$ component integrates over the period to $+3.86975\times10^{-4}$ Ha/bohr$^2$, and the sheets supply $-3.86975\times10^{-4}$. A code that evaluates $\mathbf m\times\mathbf B$ from the pointwise formula \eqref{BSF} would appear to violate the theorem by the whole bulk amount. For a rotation about $(1,1,1)/\sqrt3$ by $\lambda[\cos(2kx+0.2)+\sin(kx+0.7)]$, bulk and sheets give $(-1.75045+1.19986)\times10^{-4}=-5.5059\times10^{-5}$ Ha/bohr$^2$, equal to the finite-difference $dE/d\lambda$.

For a cone spiral in uniform density, $\mathbf m=\mathbf m_\perp+m_z\hat{\mathbf z}$ with $\mathbf m_\perp=m_\perp(\cos qx,\sin qx,0)$. Here $\mathbf w=0$, the second term of $\mathbf J$ carries the factor $\nabla n=0$, and variations of $\mathbf m$ at uniform density meet no jump. Variations of the density are another matter. Since $|\mathbf m|$ is constant, $p$ vanishes identically and $f$ is undetermined. For $\delta n=\lambda n_1$ and $\delta|\mathbf m|=\lambda s_1$ one has $p\approx\lambda^2|\mathbf m|\,n_1's_1'$, so $f=\operatorname{sgn}(n_1's_1')$ for either sign of $\lambda$ and $\gamma_{nm}\approx|\lambda|\,f\,|n_1'||\mathbf m'|$. Then $E_{\rm SF}$ changes in general as $|\lambda|$, and its potential $v$ is not defined at this state. P sees $\gamma_{mm}=0$ and an energy independent of $q$. SF sees the constant $\gamma_{mm}=q^2m_\perp^2$, so $F_{mm}$ is constant, and $\mathbf m''=-q^2\mathbf m_\perp$ gives
\begin{equation}
\mathbf B=F_s\hat{\mathbf m}+2F_{mm}q^2\mathbf m_\perp,\qquad
\boldsymbol\tau=2F_{mm}q^2m_z\,\hat{\mathbf z}\times\mathbf m_\perp=2F_{mm}q^2m_zm_\perp(-\sin qx,\cos qx,0).
\end{equation}
The torque vanishes for a flat spiral ($m_z=0$) and for the ferromagnet ($m_\perp=0$). With $n=n_0$, $q=k$ and a $30^\circ$ cone, $m_\perp=0.01$ and $m_z=0.0173205$ bohr$^{-3}$, $F_{mm}=-0.149596$ Ha\,bohr$^5$, and the amplitude is $2(-0.149596)(1.15288)^2(0.0173205)(0.01)=-6.88775\times10^{-5}$ Ha/bohr$^3$. A rotation about $x$ by $\lambda\sin kx$ has $dE/d\lambda=-2F_{mm}k^2m_zm_\perp\int_0^L\sin^2kx\,dx=6.88775\times10^{-5}\times2.725=1.87691\times10^{-4}$ Ha/bohr$^2$, as found numerically. The energy difference is $e_{\rm SF}-e_{\rm P}=-1.99155\times10^{-5}$ Ha/bohr$^3$, close to $F_{mm}k^2m_\perp^2\approx-1.99\times10^{-5}$. It is negative because $F_{mm}<0$: in uniform density SF with PBE lowers the exchange--correlation energy of a twisted state. Where $\nabla n\neq0$ the twist also changes $\gamma_{nm}$, by $f(|\mathbf w|-|\hat{\mathbf m}\cdot\mathbf w|)$, and that contribution has the sign of $fF_{nm}$, which can be either. The response to a twist is borrowed from a coefficient constructed for changes of length. Part (h) shows that rotation invariance, the collinear limit and twice differentiability at $\mathbf m=0$ together force this coefficient to second order in $\mathbf m$ (P is rotation invariant but not twice differentiable there, and its coefficient is zero); at finite polarization nothing in the construction makes it the correct one.

\section*{(f) A nearly collinear node}

\textbf{Problem.} Take $\mathbf m=(\varepsilon,0,s(x))$ with a constant $\varepsilon>0$ small and $s$ crossing zero at $x_0$ with $|s'(x_0)|=g$. Find the field at $x_0$ and $E(\varepsilon)-E(0)$ in both schemes.

\textbf{Solution.} A rotation by $\pi$ about $z$ maps $\varepsilon\to-\varepsilon$, so $E$ is even in $\varepsilon$, and a twice differentiable functional would give $E(\varepsilon)-E(0)=O(\varepsilon^2)$. Let $y=x-x_0$, and assume, as in the model, that $s$ is odd in $y$. Throughout, $|\mathbf m|=\sqrt{s^2+\varepsilon^2}$.

\emph{Projected field.} Differentiating twice, $|\mathbf m|'=ss'/|\mathbf m|$ and $|\mathbf m|''=(s'^2+ss'')/|\mathbf m|-(ss')^2/|\mathbf m|^3$. At the node $|\mathbf m|=\varepsilon$, $|\mathbf m|'=0$, $|\mathbf m|''=g^2/\varepsilon$ and $\hat{\mathbf m}=\hat{\mathbf x}$. In \eqref{BP},
\begin{equation}
K'=2(F_{mm})'|\mathbf m|'+2F_{mm}|\mathbf m|''+(F_{nm})'n'+F_{nm}n'' .
\end{equation}
The first term is zero at the node. For the third, the chain rule gives $(F_{nm})'=F_{nm,n}n'+F_{nm,s}|\mathbf m|'+F_{nm,nn}\gamma_{nn}'+F_{nm,nm}\gamma_{nm}'+F_{nm,mm}\gamma_{mm}'$, with $\gamma_{nm}'=n''|\mathbf m|'+n'|\mathbf m|''=n'g^2/\varepsilon$ and $\gamma_{mm}'=2|\mathbf m|'|\mathbf m|''=0$. The functions $F_s$, $F_{nm}$, $F_{nm,n}$ and $F_{nm,nn}$ are odd under the flip and are evaluated at $s=\varepsilon$, $\gamma_{nm}=0$, so they are $O(\varepsilon)$. What remains is
\begin{equation}
B_{{\rm P},x}(x_0)=-\frac{g^2}{\varepsilon}\left[2F_{mm}+n'^2F_{nm,nm}\right]+O(\varepsilon),
\label{BPnode}
\end{equation}
with the derivatives at $(n,0,n'^2,0,0)$. The collinear state has no transverse field, yet the projected transverse field diverges as that state is approached, unless the bracket happens to vanish.

\emph{Projected energy.} Use \eqref{even} to write the energy density with collinear arguments: $s_\varepsilon=\eta|\mathbf m|$, $\gamma_{nm}=\eta n'|\mathbf m|'=n's'\rho$ and $\gamma_{mm}=s'^2\rho^2$, where $\rho=|s|/|\mathbf m|$. The factor $\rho$ is even in $y$ and obeys $0\le1-\rho\le1-\rho^2=\varepsilon^2/|\mathbf m|^2$. The change caused by $\rho$ at fixed $s$ has the form $(1-\rho)H(x,\rho)$ with $H$ smooth. Expand $H=H(x_0,\rho)+yH_1(\rho)+O(y^2)$. The linear term is odd in $y$ and integrates to zero, and the $O(y^2)$ term is bounded by a constant times $\varepsilon^2y^2/s^2$, which integrates to $O(\varepsilon^2)$. The change $s\to s_\varepsilon$ gives $O(\varepsilon^2)$, as shown below for SF, and the cross term is bounded by $\varepsilon\int(1-\rho)\,dy=O(\varepsilon^2)$. The leading term freezes all fields at the node. In it $|s|$ may be replaced by $g|y|$: since $d\rho/d|s|=\varepsilon^2/|\mathbf m|^3$ and $|s|-g|y|=O(|y|^3)$, this changes $\rho$ by $O(\varepsilon^2)$. Extending the range of $y$ to infinity adds a tail bounded by a constant times $\int\varepsilon^2\,dy/(gy)^2=O(\varepsilon^2)$. Put $t=gy/\varepsilon=\tan u$; then $\rho=|t|/\sqrt{1+t^2}=|\sin u|$ and $dy=(\varepsilon/g)\,du/\cos^2u$. At $s=0$, $F$ is even in $\gamma_{nm}$, so signs of that argument may be dropped. Each node contributes $C|\varepsilon|$ with
\begin{equation}
C=\frac1g\int_{-\pi/2}^{\pi/2}\frac{du}{\cos^2u}\Big[F(n,0,n'^2,n'g\sin u,g^2\sin^2u)-F(n,0,n'^2,n'g,g^2)\Big].
\label{C}
\end{equation}
The bracket vanishes as $\cos^2u$ at the ends, so the integral converges. If $F$ is approximated by $F_0+F_{mm}\gamma_{mm}+\tfrac12F_{nm,nm}\gamma_{nm}^2$, the bracket is $-g^2(F_{mm}+\tfrac12n'^2F_{nm,nm})\cos^2u$ and $C\approx-\tfrac{\pi g}{2}(2F_{mm}+n'^2F_{nm,nm})$. Since $dE/d\varepsilon=\int B_x\,dx$, the field has height $\sim1/\varepsilon$, width $\sim\varepsilon/g$ and weight $C\operatorname{sgn}\varepsilon$: a transverse delta function survives the limit, with a sign set by the direction of approach. If the sum of $C$ over the nodes is not zero, $E_{\rm P}$ as a function of $\varepsilon$ has a cusp at the collinear state, a local minimum for a positive sum and a local maximum for a negative one. Both signs occur with PBE. At $s=\gamma_{nm}=\gamma_{mm}=0$ the bracket in \eqref{BPnode} is $2\partial_\sigma e_x+4\sigma\,\partial_\sigma^2e_x$ with $\sigma=n'^2$, and it changes sign at the reduced gradient $|n'|/[2(3\pi^2n)^{1/3}n]=\sqrt{\kappa/3\mu}\approx1.1$, where $\kappa$ and $\mu$ are the PBE exchange constants. The nodes of the model below have reduced gradient $0.34$ and $C>0$. At a node with a reduced gradient well above $1.1$ the sign is reversed. No transverse functional derivative exists at a node with $C\neq0$.

Scalmani--Frisch has sheets that add terms to its derivative, and it can exert a local torque, while projection exerts none; at a nearly collinear node the projected transverse field in general diverges as $1/\varepsilon$ and the energy changes as $C|\varepsilon|$. The Scalmani--Frisch result at the same node, isolated zeros of the magnetization and the closed shell remain.
